# Why Cottey's Formula Overestimates Thick-Film Resistivity at Diffuse Surfaces

Anyone who predicts the resistance of a metal film, or extracts a surface specularity from resistivity measured against thickness, must choose a formula for surface scattering. Fuchs's formula contains an integral. Cottey's is elementary and uses the same symbols, so it is tempting to put the same specularity \(p\) into either one. For nearly specular surfaces this does little harm. For strongly diffuse surfaces it changes the answer: in a thick film with \(p=0.1\), Cottey's formula gives 2.56 times the resistivity increase of Fuchs's.

## The two formulas

A film of thickness \(d\) carries current parallel to its faces. The metal has a spherical Fermi surface, an isotropic relaxation time and bulk mean free path \(\lambda\). At either face a fraction \(p\) of the electrons, with \(0<p<1\), is reflected specularly; the rest emerge with no memory of their drift. For now \(p\) does not depend on angle. Define

\[
k=\frac d\lambda,\qquad L=\ln\frac1p,\qquad u=|\cos\theta|,
\]

where \(\theta\) is measured from the film normal. With \(\sigma_0=1/\rho_0\) the bulk conductivity, Fuchs's result is

\[
\frac{\sigma_F}{\sigma_0}=1-\frac{3(1-p)}{2k}\int_0^1u(1-u^2)\,
\frac{1-e^{-k/u}}{1-pe^{-k/u}}\,du. \tag{1}
\]

Cottey's model replaces the surfaces by a continuous scattering process inside the film. Its rate is set so that an electron crossing the film, over a path \(d/u\), survives with probability \(p\). The rate per unit length is therefore \(uL/d\), and

\[
\frac1{\lambda_{\rm eff}}=\frac1\lambda+\frac{uL}{d}.
\]

With \(\mu=k/L\), this gives

\[
\frac{\sigma_C}{\sigma_0}=\frac32\mu\left[\mu-\frac12+(1-\mu^2)\ln\left(1+\frac1\mu\right)\right]. \tag{2}
\]

Both formulas are derived below. The convention matters: Cottey's formula is also used with \(\mu=k/(1-p)\), which is a different approximation at diffuse surfaces. "Cottey's formula" here means the logarithmic version unless stated otherwise.

## Counter-example: a 200 nm copper film

Take rough values for copper near room temperature: \(\rho_0=1.7\ \mu\Omega\,\text{cm}\), a cubic lattice constant of 0.36 nm with four atoms per cell, and one conduction electron per atom. Let \(p=0.1\).

The mean free path follows from the free-electron model. In atomic units (\(\hbar=e=m=1\)), the density is \(n=k_F^3/(3\pi^2)\), the Fermi velocity is \(k_F\) and the relaxation time is \(\tau=\lambda/k_F\). Hence

\[
\sigma_0=n\tau=\frac{k_F^2\lambda}{3\pi^2},
\qquad
\rho_0\lambda=\frac{3\pi^2\hbar}{e^2k_F^2},
\]

where the second expression has its units restored. The density \(4/(0.36\ \text{nm})^3\) gives \(k_F=13.64\ \text{nm}^{-1}\), and then \(\lambda=38.45\) nm. Thus

\[
k=\frac{200}{38.45}=5.202,\qquad L=\ln10=2.3026,\qquad
\mu=\frac{5.202}{2.3026}=2.259.
\]

For Fuchs's formula, the last fraction in (1) lies between \(1-e^{-k/u}\) and 1, so it differs from 1 by at most \(e^{-5.2}\approx0.006\). Replacing it by 1 leaves \(\int_0^1u(1-u^2)du=1/4\), and

\[
\frac{\sigma_F}{\sigma_0}\approx1-\frac{3(0.9)}{8(5.202)}=0.9351 .
\]

A finite-difference solution of the Boltzmann equation for this film, with 2000 cells across the thickness, also gives 0.9351. Therefore \(\rho_F=1.7/0.9351=1.818\ \mu\Omega\,\text{cm}\).

For Cottey's formula, \(\ln(1+1/2.259)=0.3665\) and \(1-\mu^2=-4.103\), so

\[
\frac{\sigma_C}{\sigma_0}=1.5(2.259)\,[\,2.259-0.5-4.103(0.3665)\,]=0.865,
\]

and \(\rho_C=1.966\ \mu\Omega\,\text{cm}\). The increases over bulk are 0.118 and \(0.266\ \mu\Omega\,\text{cm}\). Their ratio is 2.25, although both calculations used the same film, bulk metal and \(p\). The formulas are not interchangeable.

## The correct statement

For fixed \(p\) between 0 and 1, under the assumptions above,

\[
\boxed{\;\frac{\rho_C-\rho_0}{\rho_F-\rho_0}\longrightarrow
\frac{\ln(1/p)}{1-p}\quad\text{as }\frac d\lambda\to\infty\;} \tag{3}
\]

In addition, \(\rho_C>\rho_F\) at every finite thickness. The proof expresses both models through one quantity: the number of times an electron has hit a surface.

## Conductivity as a memory along the path

Let the electric field \(E\) point along \(x\) in the film plane, and let \(q\) be the carrier charge. Write the distribution as

\[
f=f_0+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)qEv_x\tau\,g,
\]

where \(g=1\) in the bulk. The linearized Boltzmann equation is

\[
v_z\frac{\partial f}{\partial z}+qEv_x\frac{\partial f_0}{\partial\varepsilon}
=-\frac{f-f_0}{\tau}.
\]

Insert \(f\) and divide by \((-\partial f_0/\partial\varepsilon)qEv_x\). The field term becomes \(-1\), and since \(v_z\tau=\lambda\cos\theta\),

\[
\lambda\cos\theta\,\frac{\partial g}{\partial z}+g=1. \tag{4}
\]

Specular reflection preserves \(v_x\), while diffusely scattered electrons carry no part odd in \(v_x\). The boundary condition is therefore \(g_{\rm out}=p\,g_{\rm in}\).

Along a trajectory, (4) says that \(\lambda\,dg/d\ell+g=1\), with \(\ell\) the path length. Solve it by looking back from the present point. A contribution acquired a distance \(s\) ago has been reduced by \(e^{-s/\lambda}\) in the bulk and by one factor \(p\) at each surface hit since:

\[
g=\int_0^\infty\frac{ds}{\lambda}\,e^{-s/\lambda}p^{N(s)}.
\]

Here \(N(s)\) counts the hits in the last length \(s\). Without surfaces \(N=0\) and \(g=1\), as required.

The current is weighted by \(v_x^2\), whose average over azimuth is proportional to \(1-u^2\). Since \(\int_0^1(1-u^2)du=2/3\), normalizing to the bulk gives

\[
\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-u^2)W(u)\,du,
\qquad
W=\int_0^\infty\frac{ds}{\lambda}e^{-s/\lambda}\langle p^{N(s)}\rangle, \tag{5}
\]

where the angle brackets average over depth in the film.

## Counting surface hits

Measure the path in film crossings, \(y=su/d\), and write \(y=n+f\), with \(n\) an integer and \(0\le f<1\) (this \(f\) is no longer the distribution). Unfold the reflections, so that the zigzag becomes a straight line and the surfaces lie at integer positions. A segment of length \(n+f\) with a uniformly distributed starting point passes \(n\) integers with probability \(1-f\) and \(n+1\) with probability \(f\). Hence

\[
\langle N\rangle=n(1-f)+(n+1)f=y,
\]
\[
\langle p^N\rangle=(1-f)p^n+fp^{n+1}=p^n[1-f(1-p)]\equiv G(y). \tag{6}
\]

Let \(x=k/u=d/(\lambda u)\). Then \(s/\lambda=xy\), and integration by parts gives

\[
W_F=\int_0^\infty xe^{-xy}G(y)\,dy
=1+\int_0^\infty e^{-xy}G'(y)\,dy,
\]

because \(G(0)=1\) and the upper boundary term vanishes. Between the integers \(n\) and \(n+1\) the slope is \(G'=-(1-p)p^n\). Integrating over each interval and summing the geometric series,

\[
W_F=1-(1-p)\frac{1-e^{-x}}{x}\sum_{n=0}^\infty p^ne^{-nx}
=1-\frac{(1-p)(1-e^{-x})}{x(1-pe^{-x})}. \tag{7}
\]

Inserted into (5), this is Fuchs's formula (1).

In Cottey's model the surface survival after path \(s\) is \(e^{-suL/d}=e^{-Ly}=p^y\). Since \(y=\langle N\rangle\), the model replaces \(\langle p^N\rangle\) by \(p^{\langle N\rangle}\): it puts the mean number of hits into the exponent instead of averaging the survival itself. The integral is now

\[
W_C=\int_0^\infty xe^{-(x+L)y}dy=\frac{x}{x+L}=\frac{\mu}{\mu+u}. \tag{8}
\]

To obtain (2), write \(1-u^2=(\mu+u)(\mu-u)+1-\mu^2\). Then

\[
\int_0^1\frac{1-u^2}{\mu+u}du
=\int_0^1(\mu-u)\,du+(1-\mu^2)\int_0^1\frac{du}{\mu+u},
\]

which equals the bracket in (2). The prefactor \(3\mu/2\) comes from (5) and (8).

## Proof of the overestimate

The function \(p^y\) is convex. By (6), \(G(y)\) is the straight chord joining its values at neighbouring integers, so \(G(y)>p^y\) except at the integers themselves. Therefore \(W_F>W_C\) for every direction with \(u>0\). It follows that \(\sigma_F>\sigma_C\) and \(\rho_C>\rho_F\) at every finite thickness.

For the thick-film factor, expand the losses \(1-W\). As \(x\ge k\), the exponentials in (7) are at most \(e^{-k}\) and may be dropped:

\[
1-W_F\simeq\frac{(1-p)u}{k}.
\]

For Cottey's model,

\[
1-W_C=\frac{uL}{k+uL}=\frac{uL}{k}-\frac{u^2L^2}{k^2}+\cdots .
\]

The required integrals are \(\int_0^1u(1-u^2)du=1/4\) and \(\int_0^1u^2(1-u^2)du=2/15\). With the factor \(3/2\) from (5),

\[
1-\frac{\sigma_F}{\sigma_0}\simeq\frac{3(1-p)}{8k},\qquad
1-\frac{\sigma_C}{\sigma_0}=\frac{3L}{8k}-\frac{L^2}{5k^2}+\cdots .
\]

If the conductivity loss is \(\delta\), the relative resistivity increase is \(\delta/(1-\delta)=\delta+\delta^2+\cdots\). Thus

\[
\frac{\rho_F}{\rho_0}-1=\frac{3(1-p)}{8k}+\frac{9(1-p)^2}{64k^2}+\cdots,
\]
\[
\frac{\rho_C}{\rho_0}-1=\frac{3L}{8k}-\frac{19L^2}{320k^2}+\cdots,
\]

where \(9/64-1/5=-19/320\). The ratio of the leading terms is \(L/(1-p)\), which proves (3). Keeping the next terms gives

\[
\frac{\rho_C-\rho_0}{\rho_F-\rho_0}
=\frac{L}{1-p}\left[1-\frac1k\left(\frac{19L}{120}+\frac{3(1-p)}8\right)+\cdots\right]. \tag{9}
\]

The physical reason is visible at small \(y\). In a thick film most electrons scatter in the bulk after a small part of a crossing. They have hit a surface once, with probability \(y\), or not at all. Fuchs's mean loss is \(y(1-p)\), and Cottey's is \(1-p^y\simeq yL\). Over a complete crossing Cottey's process produces \(L\) events on average, some of which strike electrons that have already lost their memory. That redundancy reduces the loss from \(L\) to \(1-p\). Over a small part of a crossing there is almost no redundancy, and the full rate \(L\) counts.

## How thick, and how diffuse?

The expansion of Cottey's formula requires \(d\gg\lambda L\), and that of Fuchs's requires \(d\gg\lambda\); the limit (3) is reached when both hold. For the copper example \(\lambda L=88.5\) nm. The ratio of increases is 2.25 at 200 nm and 2.49 at 1000 nm, against a limit of 2.56. At 1000 nm, where \(k=26.0\), equation (9) gives \(2.558(1-0.702/26.0)=2.49\), in agreement.

The limiting factor depends strongly on \(p\):

| \(p\) | \(\ln(1/p)/(1-p)\) |
|---|---|
| 0.9 | 1.05 |
| 0.5 | 1.39 |
| 0.1 | 2.56 |
| 0.01 | 4.65 |

For \(p\) near 1, expanding the logarithm gives \(1+(1-p)/2\), so the formulas merge at smooth surfaces. As \(p\to0\) the factor diverges, but the limits cannot be exchanged. At fixed thickness Cottey's conductivity then tends to zero, because \(L\to\infty\), whereas Fuchs's conductivity stays finite. A thick film with completely diffuse faces still conducts well in its interior; a continuous process that lets no electron cross the film must scatter infinitely fast everywhere.

## The thin-film limit

One might expect the models to agree when electrons cross the film many times between bulk collisions. They do so for \(p\to1\), but not for diffuse surfaces. For \(x\ll1-p\), equation (7) becomes

\[
W_F\simeq1-\left(1-\frac x2\right)\left(1-\frac{px}{1-p}\right)
\simeq\frac{x(1+p)}{2(1-p)},
\]

while \(W_C\simeq x/L\). These forms hold for \(u\gg k/(1-p)\). For fixed \(p\) and \(k\to0\), the integral of \(x=k/u\) over that range supplies the leading logarithm \(k\ln(1/k)\):

\[
\frac{\sigma_F}{\sigma_0}\simeq\frac{3(1+p)}{4(1-p)}k\ln\frac1k,
\qquad
\frac{\sigma_C}{\sigma_0}\simeq\frac{3}{2L}k\ln\frac1k.
\]

Their ratio is \((1+p)L/[2(1-p)]\), or 1.41 for \(p=0.1\). The conductivities approach this ratio only logarithmically; at \(k=0.01\) it is still 1.36. The survival in (6) has dropped to about \(p\) after one crossing, so the shape of \(G\) within the first crossing still matters, however far the electron could have travelled. At 10 nm the copper example gives \(\rho_F=4.17\) and \(\rho_C=5.36\ \mu\Omega\,\text{cm}\), and the ratio of increases is 1.48.

The version with \(1-p\) in place of \(L\) behaves differently. Its thick-film increase is \(3(1-p)/(8k)\), as in Fuchs's formula, so the factor in (3) does not apply to it. Its survival over one crossing, however, is \(e^{-(1-p)}\) instead of \(p\). In the example, its increase is 0.98 of Fuchs's at 1000 nm, 0.91 at 200 nm and 0.68 at 10 nm. It repairs the thick limit and underestimates the increase in these thinner films.

## What happens to a fitted specularity

Suppose a thick film obeys Fuchs's formula with specularity \(p\), and its resistivity is fitted with Cottey's formula at fixed \(\rho_0\) and \(\lambda\). Equating the leading increases gives \(\ln(1/p_C)=1-p\), so

\[
p_C=e^{-(1-p)},\qquad p=1-\ln\frac1{p_C}. \tag{10}
\]

For \(p=0.1\) the fit reports 0.41. Even as \(p\to0\), it reports \(1/e=0.37\). A moderately specular value from such a fit can therefore describe an almost fully diffuse surface.

The fitted value also drifts with thickness. For the copper parameters it is 0.24 at 10 nm, 0.29 at 40 nm, 0.37 at 200 nm and 0.40 at 1000 nm, though the surface is the same throughout. The drift belongs to the fitting formula and is no evidence that the surface changes with thickness.

Equation (10) also gives a warning. In the limit of large \(k\), surface scattering in Fuchs's model cannot give \(\rho/\rho_0\) a slope against \(1/k\) above \(3/8\). At finite thickness the slope can be somewhat larger: for fully diffuse faces and the copper parameters the local derivative is 0.386 at 1000 nm and 0.434 at 200 nm, while the slope taken from the bulk point, \(k(\rho/\rho_0-1)\), is 0.381 and 0.404. Cottey's formula can match a larger slope by taking \(p_C<1/e\), but (10) then gives a negative \(p\). Within this model, such a fit in the thick limit means that another source of resistivity has been charged to the surfaces, or that \(\rho_0\) or \(\lambda\) is wrong. At finite thickness the threshold lies below \(1/e\): a fully diffuse copper film gives \(p_C=0.36\) at 1000 nm and 0.33 at 200 nm, and only a smaller fitted value calls for another explanation.

## Real copper interconnects

The bulk resistivity and mean free path used here are typical of copper near room temperature; \(p=0.1\) represents a strongly diffuse interface, and real values depend on the liner and its preparation. Other effects are as large as the one studied. At 200 nm Fuchs's surface term raises the resistivity by 6.9%. Grain boundaries alone would add about 12% in the Mayadas–Shatzkes model, with a rough reflection coefficient of 0.3 and grains as large as the thickness. The sidewalls of a line 100 nm wide would add about 13% to first order, from \(3(1-p)\lambda/(8w)\) with \(w\) the width; since \(w/\lambda\) is only 2.6, the full expression (1) with \(k=w/\lambda\) raises this to about 15%. A fit that omits these terms cannot yield a trustworthy \(p\) with either formula. Heating from 293 K to 373 K matters less for the comparison: if resistivity is proportional to temperature, \(\lambda\) falls to 30 nm and the ratio of increases moves from 2.25 to 2.31. The semiclassical picture is comfortable at 200 nm, with about 870 occupied subbands, and less so at 10 nm, with about 43.

The factor itself depends strongly on the assumption that \(p\) is the same at all angles. A simple model of uncorrelated roughness with rms height \(h\) has \(p(u)=\exp[-(2k_Fhu)^2]\), so grazing electrons reflect almost specularly. In the thick limit each direction contributes in proportion to \(u(1-u^2)\), and the factor becomes

\[
\frac{\int_0^1u(1-u^2)\ln[1/p(u)]\,du}{\int_0^1u(1-u^2)[1-p(u)]\,du}.
\]

Choosing \(h=0.16\) nm keeps Fuchs's thick-film increase equal to that for constant \(p=0.1\). The limiting factor then rises from 2.56 to about 7.0, because the logarithm is very large for electrons that strike the surface steeply. For the same reason the limit needs much thicker films: with the copper parameters the ratio of increases is 4.0 at 200 nm and 5.9 at 1000 nm. The value \(\ln(1/p)/(1-p)\) should therefore be used when \(p\) is a constant, and not with an angular average inserted for \(p\). The remaining values for the example are in the numerical output.

## Computed values

```
COPPER FILM, rough inputs
bulk resistivity = 1.70 microohm cm
lattice constant = 0.360 nm; specularity p = 0.10
Fermi wavenumber = 13.641 1/nm; Fermi energy = 7.09 eV
bulk mean free path = 38.45 nm
L = ln(1/p) = 2.3026; 1-p = 0.9000
length mfp*L = 88.5 nm
thick-film overestimate factor = 2.5584
LIMITING FACTOR: p, ln(1/p)/(1-p), computed at d/mfp=1e5
0.900  1.0536  1.0536
0.500  1.3863  1.3863
0.100  2.5584  2.5584
0.010  4.6517  4.6516
0.001  6.9147  6.9146
RESISTIVITY: d in nm; Fuchs, Cottey in microohm cm
   10  Fuchs 4.1683  Cottey 5.3613
   40  Fuchs 2.3628  Cottey 2.8479
  200  Fuchs 1.8179  Cottey 1.9657
 1000  Fuchs 1.7224  Cottey 1.7557
d in nm; increase ratio with L; with 1-p; Cottey-fitted p
   10  1.4833  0.6818  0.2409
   40  1.7320  0.7491  0.2903
  200  2.2535  0.9118  0.3718
 1000  2.4912  0.9817  0.3998
thick-film fitted p = 0.4066
lowest thick-film fitted p (p to 0) = 0.3679
thin leading-log Fuchs/Cottey conductivity = 1.4071
CHECK AND NEGLECTED EFFECTS at d = 200 nm
Boltzmann sigma/sigma_bulk (2000 cells) = 0.935145
shift from 1000 to 2000 cells = 5.5e-10
Fuchs surface increase = 6.94 percent
grain reflection (rough) = 0.30, grain size = d
grain-boundary increase alone = 12.05 percent
sidewalls, 100 nm wide line, first order = 12.98 percent
mean free path at 373 K (rho ~ T) = 30.20 nm
increase ratio at 373 K = 2.3126
occupied subbands kF*d/pi: 200 nm 868; 10 nm 43
rms roughness giving the same Fuchs increase = 0.160 nm
thick-film factor with angle-dependent p = 7.016
```
